\section*{Exchange repulsion of same-spin two-dimensional hydrogenic excitons, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy of two excitons}

An exciton in a thin semiconductor is an electron and a hole bound by their Coulomb attraction. It is neutral, so two excitons far apart interact weakly. When they overlap, the two electrons compete for the same states if they have the same spin, and so do the two holes. This problem finds the resulting energy for two excitons at zero centre-of-mass momentum.

\textbf{Model and conventions.} The layer has zero thickness, area $A$ and periodic boundaries. The bands are parabolic and isotropic, with electron mass $m_e$ and hole mass $m_h$. The reduced mass is $\mu=m_em_h/(m_e+m_h)$ and the total mass is $M=m_e+m_h$. ``Same spin'' means that both electrons have one spin and valley, and both holes have one spin and valley. The letters $k,p,q,l$ stand for two-dimensional wavevectors; in a radial integral such as $\int k\,dk$ the letter means the length. Energies are measured from the band gap. The operators $a_k^\dagger$ and $b_k^\dagger$ create an electron and a hole.

The Hamiltonian is
\begin{align}
H={}&\sum_k\left(\frac{\hbar^2k^2}{2m_e}a_k^\dagger a_k+\frac{\hbar^2k^2}{2m_h}b_k^\dagger b_k\right)\nonumber\\
&+\frac1{2A}\sum_{q\ne0}V_q\sum_{k,l}\left(a_{k+q}^\dagger a_{l-q}^\dagger a_l a_k+b_{k+q}^\dagger b_{l-q}^\dagger b_l b_k\right)\nonumber\\
&-\frac1A\sum_{q\neq0}V_q\sum_{k,l}a_{k+q}^\dagger b_{l-q}^\dagger b_l a_k .
\label{eq:H}
\end{align}
Here $V_q>0$ is the Fourier transform of the repulsion $V(r)$ between equal charges. The terms with $q=0$ are left out for the following reason. With a regularized value $V_0$ and $N$ electrons and $N$ holes, they would add
\[
\frac{V_0}{A}\left[2\,\frac{N(N-1)}2-N^2\right]=-\frac{NV_0}{A}.
\]
This is proportional to $N$, so it contributes nothing to the interaction between excitons. Exchange of an electron and a hole across the band gap is also left out.

\subsection*{(a) One exciton}

\emph{For $V(r)=C/(\varepsilon r)$, with $C=e^2/(4\pi\varepsilon_0)$ and dielectric constant $\varepsilon$, show that the relative wavefunction $\varphi(r)\propto e^{-r/a}$ solves the exciton problem. Find $a$, the binding energy $E_b$, and the wavefunction in momentum space.}

\textbf{Solution.} The relative motion obeys
\[
-\frac{\hbar^2}{2\mu}\left(\varphi''+\frac{\varphi'}r\right)-\frac{C}{\varepsilon r}\varphi=-E_b\varphi .
\]
For the exponential, $\varphi'=-\varphi/a$ and $\varphi''=\varphi/a^2$. After division by $\varphi$ the equation reads
\[
-\frac{\hbar^2}{2\mu a^2}+\frac{\hbar^2}{2\mu a r}-\frac C{\varepsilon r}=-E_b .
\]
The terms in $1/r$ and the constant terms must balance separately, which gives
\begin{equation}
a=\frac{\varepsilon\hbar^2}{2\mu C},\qquad
E_b=\frac{\hbar^2}{2\mu a^2}=\frac C{\varepsilon a}.
\label{eq:aE}
\end{equation}
The wavefunction has no node and is the ground state. Since $2\pi\int_0^\infty r e^{-2r/a}dr=\pi a^2/2$, its normalized form is $\varphi(r)=\sqrt{2/\pi}\,e^{-r/a}/a$.

Define $\varphi_k=\int d^2r\,e^{-ik\cdot r}\varphi(r)$. To do this integral, first take
\[
L(s)=\int_0^\infty dr\,e^{-sr}\int_0^{2\pi}\frac{d\theta}{2\pi}e^{-ikr\cos\theta}
=\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{s}{s^2+k^2\cos^2\theta}.
\]
The imaginary part has dropped out because it is odd under $\theta\to\pi-\theta$. The substitution $t=\tan\theta$ turns the angular integral into
\[
L(s)=\frac s\pi\int_{-\infty}^{\infty}\frac{dt}{s^2(1+t^2)+k^2}=\frac1{\sqrt{s^2+k^2}} .
\]
The measure $r\,dr$ supplies one more factor $r$, obtained from $-dL/ds=s/(s^2+k^2)^{3/2}$. With $s=1/a$,
\begin{equation}
\varphi_k=\frac1a\sqrt{\frac2\pi}\;2\pi\,\frac{1/a}{(1/a^2+k^2)^{3/2}}
=\frac{\sqrt{8\pi}\,a}{(1+k^2a^2)^{3/2}} .
\label{eq:phik}
\end{equation}
The limit $s\to0$ of $L$ also gives the potential, $V_q=2\pi C/(\varepsilon q)$.

The Fourier transform of a product is a convolution. The exciton equation in momentum space is therefore
\begin{equation}
(T_k+E_b)\varphi_k=\int\frac{d^2p}{(2\pi)^2}V_{k-p}\varphi_p,\qquad T_k=\frac{\hbar^2k^2}{2\mu}.
\label{eq:wannier}
\end{equation}
The kinetic energy $T_k$ is that of an electron at $k$ together with a hole at $-k$.

In the finite box, the exciton operator is
\[
B^\dagger=\sum_k f_kP_k^\dagger,\qquad P_k^\dagger=a_k^\dagger b_{-k}^\dagger,\qquad\sum_kf_k^2=1 .
\]
For a large box $f_k=\varphi_k/\sqrt A$. The attraction in \eqref{eq:H} moves a pair from $k$ to another $p$ with amplitude $-W_{kp}$, where $W_{kp}=V_{k-p}/A$ and $W_{kk}=0$. The coefficients of the lowest state, with energy $E_1$, hence obey
\begin{equation}
(T_k-E_1)f_k=\sum_pW_{kp}f_p .
\label{eq:box}
\end{equation}
They can be chosen real and non-negative. Replacing every $f_k$ by $|f_k|$ leaves the kinetic energy and norm unchanged and cannot raise $-\sum W_{kp}f_kf_p$, because $W_{kp}\ge0$. As $A$ grows, $E_1\to-E_b$.

\subsection*{(b) Two excitons and the Pauli principle}

\emph{Write the state with two identical excitons at zero momentum and find its norm.}

\textbf{Solution.} The state is $|2\rangle=B^\dagger B^\dagger|0\rangle$. Each $P_k^\dagger$ contains two fermion operators, so different $P_k^\dagger$ commute, while $(P_k^\dagger)^2=0$. Thus
\[
|2\rangle=\sum_{k\ne p}f_kf_pP_k^\dagger P_p^\dagger|0\rangle
=\sum_{\{k,p\}}2f_kf_p\,|k,p\rangle .
\]
The last sum runs over unordered pairs of different wavevectors, and the states $|k,p\rangle=P_k^\dagger P_p^\dagger|0\rangle$ are orthonormal. An unordered sum is half the ordered one, so
\begin{equation}
\langle2|2\rangle=\frac12\sum_{k\ne p}4f_k^2f_p^2=2(1-S),\qquad S=\sum_kf_k^4 .
\label{eq:norm}
\end{equation}
Here $\sum_{k,p}f_k^2f_p^2=1$, from which the terms with $k=p$ were removed.

Two ideal bosons would give the norm 2. The reduction $S$ measures the states lost because an electron or hole state cannot be filled twice. In a large box
\[
S=\frac1A\int\frac{d^2k}{(2\pi)^2}\varphi_k^4
=\frac{32\pi a^4}{A}\int_0^\infty\frac{k\,dk}{(1+k^2a^2)^6}=\frac{16\pi a^2}{5A},
\]
where the last integral is $1/(10a^2)$. The correction is thus of the order of the exciton area divided by the box area.

\subsection*{(c) The energy expectation value}

\emph{Evaluate $\langle2|H|2\rangle$, keeping every term of \eqref{eq:H}.}

\textbf{Solution.} We need the matrix elements of $H$ between the states $|k,p\rangle$.

\emph{Kinetic energy.} It is diagonal and equals $T_k+T_p$.

\emph{Repulsion between the electrons.} This term leaves the holes at $-k$ and $-p$. The final state can overlap with a state of the form $|k',p'\rangle$ if the electrons again occupy $k$ and $p$. Since $q=0$ is absent, they must have traded places, with $q=\pm(p-k)$. For one of these two choices the operator is
\[
a_p^\dagger a_k^\dagger a_pa_k=-a_p^\dagger a_p\,a_k^\dagger a_k ,
\]
because $a_k^\dagger$ and $a_p$ anticommute for $k\neq p$. The other choice gives the same value. With the prefactor $1/2A$, the sum of the two is $-W_{kp}$.

\emph{Repulsion between the holes.} The same argument gives another $-W_{kp}$. The total exchange energy is $-2W_{kp}$. It is negative because fermions of equal spin avoid each other and so repel less.

\emph{Attraction.} Let the electron at $k$ go to $k+q$. If its partner, the hole at $-k$, takes up the opposite momentum, the operator is $P_{k+q}^\dagger P_k$. The pair moves as a whole with amplitude $-V_q/A$, provided that $k+q\ne p$. If instead the hole at $-p$ takes up the momentum, the electrons are at $\{k+q,p\}$ and the holes at $\{-k,-p-q\}$. For an overlap with a paired state we would need $\{k+q,p\}=\{k,p+q\}$ as sets. This requires either $q=0$ or $k=p$, and both are excluded. Such terms do not contribute.

The states $|k,p\rangle$ have amplitudes $2f_kf_p$. In the attraction, $p$ is the spectator and $k$ moves to $k'$. Therefore
\begin{align*}
\tfrac12\langle2|H|2\rangle={}&\sum_{k\ne p}f_k^2f_p^2(T_k+T_p-2W_{kp})\\
&-2\sum_{k\ne k'}W_{kk'}f_kf_{k'}\sum_{p\ne k,k'}f_p^2 .
\end{align*}
The factors are as follows. The diagonal part has $(2f_kf_p)^2$, a factor $1/2$ from unordered pairs, and the overall $1/2$ on the left, giving one. In the attraction each ordered choice of mover and spectator occurs once, so the factor 4 is halved once, giving two.

Now define
\[
X=\sum_{k,p}W_{kp}f_k^3f_p,\qquad Y=\sum_{k,p}W_{kp}f_k^2f_p^2 .
\]
The restricted sums are $\sum_{p\ne k}f_p^2=1-f_k^2$ and $\sum_{p\ne k,k'}f_p^2=1-f_k^2-f_{k'}^2$. Inserting them yields
\begin{align}
\tfrac12\langle2|H|2\rangle={}&2\sum_kT_kf_k^2-2\sum_kT_kf_k^4-2Y\nonumber\\
&-2\sum_{k,p}W_{kp}f_kf_p+4X\nonumber\\
={}&2E_1-2\sum_kT_kf_k^4-2Y+4X .
\label{eq:numerator}
\end{align}
In the last line the single-exciton energy $E_1=\sum_kT_kf_k^2-\sum_{k,p}W_{kp}f_kf_p$ was recognized. It follows from \eqref{eq:box} on multiplication by $f_k$ and summation.

\subsection*{(d) The interaction energy}

\emph{Find the difference between the energy of the pair and $2E_1$. What happens if the electron spins differ and the hole spins differ as well?}

\textbf{Solution.} The remaining kinetic term can be removed. Multiply \eqref{eq:box} by $f_k^3$ and sum over $k$:
\[
\sum_kT_kf_k^4=E_1S+X .
\]
Substitution into \eqref{eq:numerator} gives $2E_1(1-S)+2X-2Y$. Division by half the norm, $1-S$, yields
\begin{equation}
\Delta E=\frac{\langle2|H|2\rangle}{\langle2|2\rangle}-2E_1=\frac{2(X-Y)}{1-S}.
\label{eq:shift}
\end{equation}
The norm matters here. The numerator contains the term $-2E_1S$, which for a large box is of the same order $1/A$ as the interaction energy. Dividing $2E_1(1-S)$ by $1-S$ removes it and leaves exactly $2E_1$.

Equation \eqref{eq:shift} treats the binding inside each exciton fully, but keeps the internal states and the zero momenta fixed. It is first order in the interaction between excitons. As an expectation value, $2E_1+\Delta E$ is also an upper bound on the lowest energy of two electrons and two holes of these spins in the model.

Next let the two electrons have different spins, and the two holes as well. The particles of exciton 1 can then be told from those of exciton 2. An interaction between a particle of one and a particle of the other transfers a momentum $q\ne0$, leaving exciton 1 with total momentum $\hbar q$. This final state is orthogonal to the initial one. All such expectation values vanish, and the mean energy of this product state is exactly $2E_1$. A zero-momentum exciton has a uniform average charge density of zero, so there is no direct electrostatic energy at this order. The energy \eqref{eq:shift} comes from the identity of the fermions. The identity still acts when the spins differ. Since $H$ does not depend on spin, the state in which the two electrons have traded partners has the same energy as the product state, and $H$ couples the two. The combination that is antisymmetric in space, with the electrons in a spin triplet and the holes in a spin triplet, has the shift \eqref{eq:shift}. The symmetric combination, with both in singlets, has the shift $-2(X-Y)/(1+S)$, an attraction of the same size in a large box.

\subsection*{(e) Large area and the sign}

\emph{Show that $\Delta E=g/A$ for a large area, express $g$ through momentum integrals, and find its sign.}

\textbf{Solution.} Replace $f_k$ by $\varphi_k/\sqrt A$, $W_{kp}$ by $V_{k-p}/A$, and each sum by $A\int d^2k/(2\pi)^2$. In $X$ and $Y$ the powers of $A$ are $A^2\cdot A^{-1}\cdot A^{-2}=A^{-1}$. The missing point $k=p$ does no harm, since $1/|k-p|$ is integrable in two dimensions. As $S$ is of order $1/A$, the denominator tends to one. Hence
\begin{equation}
g=2(J_1-J_2),\qquad
\begin{aligned}
J_1&=\iint V_{k-p}\varphi_k^3\varphi_p,\\
J_2&=\iint V_{k-p}\varphi_k^2\varphi_p^2,
\end{aligned}
\label{eq:gJ}
\end{equation}
where $\iint$ stands for $\int d^2k\,d^2p/(2\pi)^4$.

Since $V_{k-p}=V_{p-k}$, we may replace $2\varphi_k^3\varphi_p$ by $\varphi_k^3\varphi_p+\varphi_k\varphi_p^3$. The integrand then forms a square:
\begin{equation}
g=\iint V_{k-p}\,\varphi_k\varphi_p(\varphi_k-\varphi_p)^2>0 .
\label{eq:positive}
\end{equation}
The interaction is repulsive for any $V_q>0$, provided that $\varphi_k$ is the lowest bound state in that same potential. The term $J_1$ expresses the binding lost because some states are blocked, after the kinetic energy has been accounted for. The term $J_2$ is the exchange energy gained when equal fermions avoid each other. Equation \eqref{eq:positive} shows that the loss is the larger.

We have shown that two same-spin excitons at zero momentum have, to first order, the interaction energy $g/A$ in a large area, and that $g$ is positive. It remains to evaluate $J_1$ and $J_2$, and so $g$, for the $1/r$ potential, and to examine how far the result can be used.
